# Vacancy correlation factor of an impurity in diamond silicon

In a model of an antimony-like donor in silicon at 1000 °C, a vacancy beside the donor exchanges places with it at a rate of $1.05\times10^{11}\ \mathrm{s^{-1}}$. If vacancies that leave the donor never come back, these jumps produce only 28% of the mean square displacement that the same number of independent jumps would give. If the vacancies may come back, the figure falls to 2%. The first reduction follows from a short calculation with two rates. The second shows where that calculation stops being a good description.

Let a substitutional impurity in the diamond lattice move only by exchange with a vacancy on one of its four nearest sites. Its jumps are vectors $\mathbf r_1,\mathbf r_2,\ldots$, all of length $d$, and after $n$ jumps its displacement is $\mathbf R_n=\sum_{i=1}^n\mathbf r_i$. The correlation factor is

$$
f=\lim_{n\to\infty}\frac{\langle |\mathbf R_n|^2\rangle}{n d^2}.
$$

It equals 1 if successive jumps are independent. Vacancies are taken to be so dilute that two never act on the impurity at once. Hops are memoryless, with constant rates that respect the symmetry of the site.

A vacancy on a first-neighbour site has four neighbours of its own. One is the impurity, and the other three are second neighbours of the impurity. The vacancy therefore has two kinds of move: exchange with the impurity, at rate $w_2$, and departure, at rate $w_3$ to each of the three second-neighbour sites. The total departure rate is $3w_3$.

Immediately after an exchange, the vacancy occupies the site that the impurity has just left. If it exchanges again before departing, the impurity goes straight back. The probability that neither event has occurred by time $t$ is $e^{-(w_2+3w_3)t}$, so the probability that exchange comes first is

$$
p=\int_0^\infty w_2e^{-(w_2+3w_3)t}\,dt=\frac{w_2}{w_2+3w_3}.
$$

With probability $1-p$ the vacancy departs. Neglecting returns means that the next jump is then made by a fresh vacancy, which arrives on any of the four nearest sites with equal probability. It may leave again before exchanging, but its successor is just as likely to arrive from any side. The four bond vectors of a site add to zero, on either of the two sublattices, so a jump made by a fresh vacancy has zero mean. Given all earlier jumps, the mean of the next one is

$$
\langle\mathbf r_{i+1}\,|\,\mathbf r_i,\mathbf r_{i-1},\ldots\rangle
=p(-\mathbf r_i)+(1-p)\,\mathbf 0=-p\,\mathbf r_i .
$$

Applying this relation $k$ times, starting from the latest jump, gives

$$
\langle\mathbf r_i\cdot\mathbf r_{i+k}\rangle=d^2(-p)^k .
$$

The square of the displacement contains $n$ diagonal terms, and $n-k$ pairs of jumps separated by $k$ steps, each pair counted twice. With $q=-p$,

$$
\frac{\langle |\mathbf R_n|^2\rangle}{d^2}=n+2S_n,\qquad
S_n=\sum_{k=1}^{n-1}(n-k)q^k .
$$

The factor $n-k$ counts the integers $m$ from $k$ to $n-1$, so the sum can be rearranged into geometric series:

$$
\begin{aligned}
S_n&=\sum_{m=1}^{n-1}\sum_{k=1}^{m}q^k
=\sum_{m=1}^{n-1}\frac{q(1-q^m)}{1-q}\\
&=\frac{q}{1-q}\left[n-1-\frac{q-q^n}{1-q}\right]
=\frac{nq}{1-q}-\frac{q(1-q^n)}{(1-q)^2}.
\end{aligned}
$$

The last step uses $1+(q-q^n)/(1-q)=(1-q^n)/(1-q)$. Dividing by $n$ and restoring $q=-p$, we obtain

$$
\frac{\langle |\mathbf R_n|^2\rangle}{n d^2}
=\frac{1-p}{1+p}+\frac{2p[1-(-p)^n]}{n(1+p)^2}.
$$

For $n=1$ the right side is $(1-p)/(1+p)+2p/(1+p)=1$, as it must be for a single jump. For large $n$ the second term vanishes as $1/n$. Since $1-p=3w_3/(w_2+3w_3)$ and $1+p=(2w_2+3w_3)/(w_2+3w_3)$, the common denominator cancels:

$$
\boxed{f_0=\frac{3w_3}{2w_2+3w_3}}
$$

The subscript marks the neglect of returns. The 3 counts the ways out. The 2 is easiest to read when reversals are rare: then $f_0\approx1-2p$, because each reversal removes two jumps from the useful count, itself and the one it cancels.

When $w_2\ll w_3$, the vacancy nearly always leaves after one exchange, and $f_0\to1$. When $w_2\gg w_3$, the impurity shuttles many times across one bond, and $f_0$ is small. The useful jump rate while a vacancy is present then tends to

$$
w_2f_0=\frac{3w_2w_3}{2w_2+3w_3}\longrightarrow\frac{3w_3}{2}.
$$

This limit has a direct reading. After many exchanges the impurity is equally likely to be left at either end of the bond, so each visit by a vacancy contributes a mean square displacement $d^2/2$. Visits end at the rate $3w_3$, and their product is $3w_3d^2/2$. Faster exchange no longer helps, because departure has become the bottleneck.

In the example, the thermal energy is $kT=0.1097$ eV and each rate has the form $\nu e^{-Q/kT}$ with attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$. The exchange barrier is $Q_2=0.50$ eV. For a hop of the vacancy between host sites $i$ and $j$, the model takes

$$
Q_{i\to j}=Q_m+\tfrac12(E_j-E_i),\qquad Q_m=0.45\ \mathrm{eV},
$$

where $E_i$ is the energy of the vacancy on site $i$ relative to a vacancy far from the donor. The values are $E_1=-1.00$, $E_2=-0.60$ and $E_3=-0.30$ eV on the first three neighbour shells and zero beyond. Forward and backward hops then share one saddle energy, which ensures detailed balance. The departure barrier is $Q_3=0.45+\frac12(-0.60+1.00)=0.65$ eV, and

$$
\begin{aligned}
w_2&=10^{13}e^{-0.50/0.1097}=1.05\times10^{11}\ \mathrm{s^{-1}},\\
w_3&=10^{13}e^{-0.65/0.1097}=2.67\times10^{10}\ \mathrm{s^{-1}}.
\end{aligned}
$$

The ratio $w_2/w_3$ is 3.92, so $p=3.92/(3.92+3)=0.567$ and

$$
f_0=\frac{3}{2(3.92)+3}=0.277 .
$$

To turn this into a diffusivity, let $P$ be the equilibrium probability that a particular first-neighbour site is vacant. The impurity has four such sites, so its mean jump rate is $4w_2P$. In three dimensions $D=\langle|\mathbf R|^2\rangle/(6t)$ at long times, hence

$$
D=\frac{4w_2P\,d^2f}{6}=\frac23d^2w_2Pf,\qquad P=c_ve^{-E_1/kT}.
$$

Here $c_v$ is the fraction of vacant sites far from impurities, and the Boltzmann factor for $P$ holds while $P\ll1$. With $c_v=10^{-14}$, $P=9.09\times10^{-11}$. The bond length is $d=\sqrt3\,a/4=0.2352$ nm for the lattice parameter $a=0.5431$ nm. Without returns,

$$
\begin{aligned}
D_0&=\tfrac23(2.352\times10^{-10}\,\mathrm m)^2(1.05\times10^{11}\,\mathrm{s^{-1}})(9.09\times10^{-11})(0.277)\\
&=9.7\times10^{-20}\ \mathrm{m^2/s}=9.7\times10^{-16}\ \mathrm{cm^2/s}.
\end{aligned}
$$

For a one-hour anneal at constant $D$, the length $2\sqrt{D_0t}$ is 37 nm.

The correlation factor also affects the temperature dependence. Write $\beta=1/kT$ and keep the prefactors and barriers constant. Since $\partial w_i/\partial\beta=-Q_iw_i$,

$$
\begin{aligned}
-\frac{\partial\ln(w_2f_0)}{\partial\beta}
&=Q_2+Q_3-\frac{2w_2Q_2+3w_3Q_3}{2w_2+3w_3}\\
&=Q_2+Q_3-(1-f_0)Q_2-f_0Q_3\\
&=Q_2+(Q_3-Q_2)(1-f_0).
\end{aligned}
$$

The effective barrier lies between the two microscopic ones. It tends to $Q_2$ when $w_2\ll w_3$ and to $Q_3$ when $w_2\gg w_3$. Here it is $0.50+0.15(0.723)=0.61$ eV. This is the barrier of $w_2f_0$ alone. When the returns treated below are included, the barrier of $w_2f$ in this example rises to 0.98 eV, because a vacancy must make further thermally activated hops around the donor before it loses the memory of where it left. The activation energy of $D$ also contains the temperature dependence of $P$.

Now let departed vacancies return. Suppose a vacancy leaves the first-neighbour site in direction $\mathbf e_1$, a unit vector from the impurity, and let $P_j$ be the probability that its first return to the first shell is to the site in direction $\mathbf e_j$. Two different bond directions have cosine $-1/3$. The return matters through the directional memory it carries:

$$
R=\sum_{j=1}^4P_j\,\mathbf e_1\cdot\mathbf e_j
=P_1-\tfrac13(P_2+P_3+P_4).
$$

A vacancy that never returns contributes zero. So does one that returns to all four sites with equal probability: such a return is harmless, because it has forgotten where it left.

By threefold symmetry about $\mathbf e_1$, the mean unit vector of the impurity's next jump, given a vacancy at $\mathbf e_1$, must be $g\mathbf e_1$ for some number $g$. Either the exchange happens at once, or the vacancy departs and the problem restarts from its site of return:

$$
g\mathbf e_1=p\,\mathbf e_1+(1-p)\sum_jP_j\,g\mathbf e_j .
$$

Taking the component along $\mathbf e_1$ gives $g=p+(1-p)Rg$, so that

$$
g=\frac{p}{1-(1-p)R}=\frac{w_2}{w_2+3w_3(1-R)} .
$$

After an exchange the vacancy lies at $-\mathbf r_i$ from the impurity, so the mean next jump is $-g\mathbf r_i$. The earlier sum applies with $g$ in place of $p$, and $f=(1-g)/(1+g)$ becomes

$$
f=\frac{3w_3F}{2w_2+3w_3F},\qquad F=1-R .
$$

Returns replace the departure rate by a smaller effective rate, at which the vacancy loses its directional memory, provided that $R$ is positive. Detailed balance guarantees this, as the following argument shows for any finite periodic crystal with a cubic repeat cell large enough that its periodic images do not alter the neighbour relations of the first two shells. For a vacancy on a site $s$ outside the first shell, let $h(s)$ be the mean $x$ component of the direction $\mathbf e_j$ at which it first enters that shell. Let $w_{ss'}$ be the hop rates between outside sites and $w_4$ the rate from a second-neighbour site into the first shell. Each second-neighbour site $s$ touches one first-neighbour site, $j(s)$. Considering the first hop from $s$,

$$
\sum_{s'}w_{ss'}[h(s)-h(s')]+w_4(s)h(s)=w_4(s)\,e_{j(s),x},
$$

where $w_4(s)$ is $w_4$ on the second shell and zero elsewhere. Multiply by the equilibrium weight $\pi_s$ and by $h(s)$, and sum over $s$. Because $\pi_sw_{ss'}=\pi_{s'}w_{s's}$, the double sum can be averaged with its copy in which $s$ and $s'$ are interchanged, which leaves

$$
\tfrac12\sum_{s,s'}\pi_sw_{ss'}[h(s)-h(s')]^2+\sum_s\pi_sw_4(s)h(s)^2
=\sum_s\pi_sw_4(s)e_{j(s),x}h(s).
$$

The left side is positive, since it could vanish only if $h$ were zero everywhere, which the equation for $h$ forbids. On the right, $\pi_2w_4=\pi_1w_3$, with subscripts denoting shells. By symmetry, $h$ averaged over the three second neighbours of site $j$ is $Re_{j,x}$. The right side is therefore $3\pi_1w_3R\sum_je_{j,x}^2$, and $R>0$. Since $f$ increases with $F$, the formula without returns is an upper bound for these reversible models.

Equal rates show the size of the effect when the vacancy is neither attracted nor repelled. The boxed formula gives $f_0=3/5$. Solving the linear equations for the jump correlations on periodic lattices, with returns included, gives 0.50043 for 1728 sites and 0.50018 for 4096 sites. Extrapolation in inverse cell volume gives 0.50000. A value of $1/2$ corresponds to $F=2/3$, or $R=1/3$, so neglecting returns overestimates $f$ by 20% here.

The neglect improves when re-entry is slow. Keep $w_2$, $w_3$ and all outer hop rates equal, and reduce only $w_4$. On the 4096-site lattice, a re-entry rate of one tenth of the outer rate gives $R=0.048$ and $f=0.588$; one hundredth gives $R=0.005$ and $f=0.599$. Detailed balance then makes the first shell less populated than the sites outside it, so these are cases of a repelled vacancy.

The donor of the example attracts its vacancy, and the opposite happens. From a second-neighbour site the barrier back to the first shell is $0.45-0.20=0.25$ eV. Of the three other hops, two lead to the third shell over 0.60 eV and one leads farther out over 0.75 eV. The next hop is therefore a return with probability

$$
\frac{1}{1+2e^{-0.35/0.1097}+e^{-0.50/0.1097}}\approx0.92 .
$$

Later returns add to the memory, and the full lattice calculation gives $R=0.947$ and $F=0.053$. The vacancy need not escape from the donor to lose its memory: it can pass through the third shell to another of the four nearest sites, and here about 90% of $F$ comes from such passages that never go beyond the third shell. Hence

$$
f=\frac{3(0.0526)}{2(3.924)+3(0.0526)}=0.020 ,
$$

and $D=6.9\times10^{-21}\ \mathrm{m^2/s}=6.9\times10^{-17}\ \mathrm{cm^2/s}$. With the same vacancy fraction and anneal time, the diffusion length drops from 37 to 10 nm. Neglecting returns overestimates $D$ by a factor of 14. This is not a finite-cell effect: going from 4096 to 8000 sites changes $f$ by about $2\times10^{-6}$.

The other effects sized here are smaller than this factor. An extra attraction of 0.1 eV on the fourth and fifth shells changes $f$ from 0.0197 to 0.0198. If the frequency set by the curvature at the barrier top is taken equal to the attempt frequency, the leading tunnelling correction to a rate is 0.6%, and a rough thermal expansion coefficient of $4\times10^{-6}\ \mathrm{K^{-1}}$ raises $d^2$ by 0.8%. The mean number of vacancies on the first shell is $4\times10^{-10}$, which supports the one-vacancy picture. Lowering or raising the exchange barrier by 0.1 eV, with $w_3$ fixed, changes $f_0$ to 0.13 or 0.49. With returns included, however, the same shifts change $D$ by only about +1% or −3%, because the bottleneck is the vacancy's passage around the donor to a different nearest site. The pair energies matter more: shifting that of the second or third shell by 0.1 eV changes $D$ by a factor of about 1.5. The assumed saddle energies matter too: shifting only the saddle between these two shells by 0.1 eV changes $D$ by a factor of 2.2 to 2.3, so a larger error there could rival the effect of returns. The return barrier is only $2.3\,kT$, so memoryless hopping is itself a rough approximation for that step.

Antimony is a natural setting because it diffuses in silicon mainly with the help of vacancies. Its diffusivity near 1000 °C in lightly doped material is of order $10^{-15}\ \mathrm{cm^2/s}$; common empirical fits give about $1$ to $2\times10^{-15}\ \mathrm{cm^2/s}$. The closeness of $D_0$ to that value is no evidence for the neglect of returns, since the barriers, pair energies and vacancy fraction are round, rough inputs, and $D$ is proportional to the chosen $c_v$. In real wafers, surface reactions and implantation damage can drive the vacancy fraction away from equilibrium; a tenfold excess, with the rates unchanged and vacancies still dilute, would raise $D$ tenfold and leave $f$ unchanged. Heavy doping also changes the charge states of the vacancy and of the pair, and with them the rates, an effect this model does not size. The model also assumes that the donor stays on a lattice site until it exchanges. If a large atom such as antimony instead settles near the middle of the bond beside a vacancy, $w_2$ and $f$ are no longer defined in this form. Within the model, the two-rate formula serves as a ceiling on $f$; an estimate of $D$ needs the directional return weight $R$ as well. Further digits for most of the main results are in the numerical output.

## Calculated quantities

```
Temperature: 1273.15 K
Thermal energy kT: 0.10971 eV
Attempt frequency (rough input): 1.0e+13 1/s
Exchange barrier Q2 (rough input): 0.50 eV
Free-vacancy barrier (rough input): 0.45 eV
Pair energy, first shell (rough input): -1.00 eV
Pair energy, second shell (rough input): -0.60 eV
Pair energy, third shell (rough input): -0.30 eV
Departure barrier Q3: 0.65 eV
Second-to-first-shell return barrier: 0.25 eV
Exchange rate w2: 1.0489e+11 1/s
Departure rate w3 per second neighbour: 2.6728e+10 1/s
Ratio w2/w3: 3.9244
Immediate reversal probability p: 0.5668
Correlation factor f, no returns: 0.2765
Effective barrier of w2*f, no returns: 0.6085 eV
Silicon lattice parameter: 0.54310 nm
Bond length d: 0.23517 nm
Far-site vacancy fraction (rough input): 1.0e-14
First-neighbour vacancy occupation P: 9.0889e-11
D, no returns: 9.7200e-20 m2/s = 9.7200e-16 cm2/s
Anneal time: 3600 s
Length 2 sqrt(D t), no returns: 37.41 nm
Direction-weighted return probability R: 0.9474
Escape factor F = 1-R: 0.0526
Correlation factor f, with returns: 0.01971
Cell shift in f, 4096 to 8000 sites: -1.60e-06
D, with returns: 6.9289e-21 m2/s = 6.9289e-17 cm2/s
Length 2 sqrt(D t), with returns: 9.99 nm
Overestimate of D by neglecting returns: factor 14.03
Equal rates, f without returns: 0.6000
Equal rates, lattice f, 1728 sites: 0.500434
Equal rates, lattice f, 4096 sites: 0.500183
Equal rates, lattice f extrapolated: 0.500000
Re-entry/outer rate 1.00, w2=w3: R=0.3328, f=0.5002
Re-entry/outer rate 0.10, w2=w3: R=0.0482, f=0.5881
Re-entry/outer rate 0.01, w2=w3: R=0.0051, f=0.5988
f with returns and -0.1 eV on shells 4 and 5: 0.01977
f without returns, Q2 lower by 0.1 eV: 0.1332
f without returns, Q2 higher by 0.1 eV: 0.4874
Leading tunnelling rate correction: 0.59 %
Rough linear expansion coefficient (input): 4.0e-06 1/K
Expansion effect on d squared: 0.79 %
Mean vacancies on the first shell, 4P: 3.64e-10
Return barrier divided by kT: 2.28
```
